# Refractive Indices of the Magnetized Vacuum at Arbitrary Field Strength: a program that tests the result

```python
"""Refractive indices of the magnetized vacuum from the one-loop
Heisenberg-Euler Lagrangian L(F,G), F=(B^2-E^2)/2, G=E.B.
Result under test, with gamma=-dL/dF and theta the angle between k and B:
  n_par^2  = (gamma+B^2 L_GG)/(gamma+B^2 L_GG cos^2 theta)
  n_perp^2 = gamma/(gamma-B^2 L_FF sin^2 theta)
par: electric vector in the (k,B) plane; perp: normal to that plane.
For beta=B/B_c >> 1 and alpha*beta/(3 pi) << 1:
  n_par-1 -> alpha*beta*sin^2(theta)/(6 pi),
  n_perp-1 -> alpha*sin^2(theta)/(6 pi).
Units: hbar=c=m=1, Heaviside-Lorentz, fields in units of B_c=m^2/e,
Lagrangian in units of B_c^2.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import bernoulli

alpha = const.fine_structure
pi = math.pi
STEP = 0.04
SMALL = 0.5
bern = bernoulli(28)
# Taylor coefficients of x*coth(x) in powers of x^2
coef = [bern[2*k] * 2.0**(2*k) / math.factorial(2*k) for k in range(14)]


def excess(x):
    """x coth x - 1 - x^2/3, without cancellation at small x."""
    xs, xl = np.minimum(x, SMALL), np.maximum(x, SMALL)
    series = sum(coef[k] * xs**(2*k) for k in range(2, 14))
    return np.where(x < SMALL, series, xl/np.tanh(xl) - 1 - xl**2/3)


def t_func(x):
    """x coth x."""
    xs, xl = np.minimum(x, SMALL), np.maximum(x, SMALL)
    series = sum(coef[k] * xs**(2*k) for k in range(14))
    return np.where(x < SMALL, series, xl/np.tanh(xl))


def p_func(x):
    """(d/dx)(x coth x) divided by x."""
    xs, xl = np.minimum(x, SMALL), np.maximum(x, SMALL)
    series = sum(2*k*coef[k] * xs**(2*k-2) for k in range(1, 14))
    csch2 = 1/np.sinh(np.minimum(xl, 300.0))**2
    return np.where(x < SMALL, series, 1/(xl*np.tanh(xl)) - csch2)


def x_dp(x):
    """x times dp/dx."""
    xs, xl = np.minimum(x, SMALL), np.maximum(x, SMALL)
    series = sum(2*k*(2*k-2)*coef[k] * xs**(2*k-2) for k in range(2, 14))
    csch2 = 1/np.sinh(np.minimum(xl, 300.0))**2
    second = 2*csch2*(xl/np.tanh(xl) - 1)
    return np.where(x < SMALL, series, second - p_func(xl))


def coefficients(beta, coupling=alpha):
    """gamma, B^2 L_FF, B^2 L_GG from the derived one-dimensional integrals."""
    x = np.exp(np.arange(-20.0, math.log(700*beta) + 1, STEP))
    damp = STEP*np.exp(-x/beta)
    gamma = 1 + coupling/(2*pi)*np.sum(damp*(p_func(x) - 2/3))
    b2_ff = -coupling/(2*pi)*np.sum(damp*x_dp(x))
    b2_gg = coupling/pi*np.sum(damp*(t_func(x)/3 - p_func(x)/2))
    return gamma, b2_ff, b2_gg


def indices(beta, theta, coupling=alpha):
    gamma, ff, gg = coefficients(beta, coupling)
    n_par = math.sqrt((gamma + gg)/(gamma + gg*math.cos(theta)**2))
    n_perp = math.sqrt(gamma/(gamma - ff*math.sin(theta)**2))
    return n_par, n_perp


def loop_lagrangian(eta, b, s):
    """One-loop Lagrangian at electric field i*eta, so no poles occur."""
    half = (b @ b + eta @ eta)/2
    g = abs(eta @ b)
    big = math.sqrt(half + math.sqrt(max(half**2 - g**2, 0.0)))
    x, y = s*big, s*g/big
    cx, cy = excess(x), excess(y)
    bracket = cx + cy + x**2*y**2/9 + cx*y**2/3 + cy*x**2/3 + cx*cy
    return -alpha/(2*pi)*STEP*np.sum(np.exp(-s)*bracket/s**2)


def hessian(func, h):
    """3x3 Hessian at the origin by fourth-order differences."""
    f0 = func(np.zeros(3))

    def along(v):
        one = func(h*v) + func(-h*v)
        two = func(2*h*v) + func(-2*h*v)
        return (16*one - two - 30*f0)/(12*h*h)
    unit = np.eye(3)
    diag = [along(v) for v in unit]
    out = np.diag(diag)
    for i in range(3):
        for j in range(i):
            mixed = (along(unit[i] + unit[j]) - diag[i] - diag[j])/2
            out[i, j] = out[j, i] = mixed
    return out


def indices_from_wave_equation(beta, theta):
    """Diagonalize the wave equation with Hessians of the Lagrangian."""
    s = np.exp(np.arange(-18.0 - math.log(beta), 6.5, STEP))
    field, zero = np.array([0.0, 0.0, beta]), np.zeros(3)
    # d^2/d(eta)^2 = -d^2/dE^2 because E = i*eta
    eps = np.eye(3) - hessian(lambda v: loop_lagrangian(v, field, s), 0.05)
    mu_inv = np.eye(3) - hessian(
        lambda v: loop_lagrangian(zero, field + v, s), 0.01*beta)
    k = np.array([math.sin(theta), 0.0, math.cos(theta)])
    cross = np.array([[0, -k[2], k[1]], [k[2], 0, -k[0]], [-k[1], k[0], 0]])
    stiffness = -cross @ mu_inv @ cross
    values, vectors = eigh((stiffness + stiffness.T)/2, eps)
    n = 1/np.sqrt(values[1:])
    normal = np.abs(vectors[1, 1:])
    i_perp = int(np.argmax(normal))
    return n[1 - i_perp], n[i_perp]


# Landau-level sum against the proper-time integral (third mass derivative)
landau_dev = 0.0
for beta in (0.5, 3.0):
    levels = np.arange(1, 200001)
    total = 1 + np.sum(2/(1 + 2*levels*beta)**2)
    total += 1/(beta*(1 + 2*(levels[-1] + 0.5)*beta))
    from_levels = beta*total - 1 - 2*beta**2/3
    s = np.exp(np.arange(-20.0, 6.5, STEP))
    from_time = STEP*np.sum(s*np.exp(-s)*excess(s*beta))
    landau_dev = max(landau_dev, abs(from_levels/from_time - 1))
assert landau_dev < 1e-7

# Derived indices against diagonalization of the wave equation
wave_dev = 0.0
for beta in (1.0, 100.0, 2000.0):
    for theta in (math.radians(35), math.radians(60)):
        direct = indices_from_wave_equation(beta, theta)
        derived = indices(beta, theta)
        for a, b in zip(direct, derived):
            wave_dev = max(wave_dev, abs((a - 1)/(b - 1) - 1))
# finite differences limit the accuracy of the small quantity n-1
assert wave_dev < 1e-3

theta = math.radians(60)
sin2 = math.sin(theta)**2

# Weak-field limit
weak = indices(0.01, theta)
weak_par = (weak[0] - 1)/(alpha/pi*0.01**2*sin2)
weak_perp = (weak[1] - 1)/(alpha/pi*0.01**2*sin2)
assert abs(weak_par/(7/90) - 1) < 1e-3
assert abs(weak_perp/(4/90) - 1) < 1e-3

# Strong-field window, isolated by a very small coupling
tiny, strong = 1e-7, 1e4
window = indices(strong, theta, tiny)
ratio_par = (window[0] - 1)/(tiny*strong*sin2/(6*pi))
ratio_perp = (window[1] - 1)/(tiny*sin2/(6*pi))
assert abs(ratio_par - 1) < 1e-3
assert abs(ratio_perp - 1) < 3e-3   # remainder is of order ln(beta)/beta

# Constant after the linear term of B^2 L_GG
x = np.exp(np.arange(-20.0, 35.0, STEP))
offset = STEP*np.sum((t_func(x) - x)/3 - p_func(x)/2)
remainder = coefficients(strong)[2]*pi/alpha - strong/3 - offset
assert abs(remainder) < 2e-3

# Bound on B^2 L_FF, partial-fraction form of p, logarithm in gamma
for beta in np.logspace(-2, 6, 17):
    assert 0 < coefficients(beta)[1] < alpha/(3*pi)
k2 = (pi*np.arange(1, 200001))**2
for point in (0.3, 2.0, 9.0):
    partial = 4*np.sum(k2/(point**2 + k2)**2)
    assert abs(partial - p_func(np.array(point))) < 1e-5
log_slope = (coefficients(1e5)[0] - coefficients(1e4)[0])/math.log(10)
assert abs(log_slope/(-alpha/(3*pi)) - 1) < 5e-3

# Saturation at oblique incidence, square-root growth at 90 degrees
n_huge = indices(1e6, theta)[0]
assert abs(n_huge*math.cos(theta) - 1) < 5e-3
root_ratio = indices(4e6, pi/2)[0]/indices(1e6, pi/2)[0]
assert abs(root_ratio - 2) < 0.01

# Lowest Landau level as a one-dimensional Dirac sea
u = np.arange(-12.0, 12.0, 0.02)
momentum = np.sinh(u)
ham = np.zeros((len(u), 2, 2))
ham[:, 0, 0], ham[:, 1, 1] = momentum, -momentum
ham[:, 0, 1] = ham[:, 1, 0] = 1.0
energy, states = np.linalg.eigh(ham)
velocity = (states[:, 0, 0]*states[:, 0, 1]
            - states[:, 1, 0]*states[:, 1, 1])
gap = energy[:, 1] - energy[:, 0]
polar_1d = 4*pi*alpha*0.02*np.sum(
    np.cosh(u)*2*velocity**2/gap**3)/(2*pi)
lll_slope = polar_1d/(2*pi)
gg_slope = (coefficients(2e4)[2] - coefficients(1e4)[2])/1e4
assert abs(lll_slope/gg_slope - 1) < 1e-5

# Worked example
b_crit = const.m_e**2*const.c**2/(const.e*const.hbar)
b_atomic = const.hbar/(const.e*const.physical_constants['Bohr radius'][0]**2)
beta = 100.0
gamma, ff, gg = coefficients(beta)
n_par, n_perp = indices(beta, theta)
print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"critical field B_c = {b_crit:.5e} T")
print(f"critical field B_c = {b_crit/b_atomic:.2f} atomic units of B")
print(f"alpha/(6 pi) = {alpha/(6*pi):.6e}")
print(f"alpha/(3 pi) = {alpha/(3*pi):.6e}")
print(f"beta at which alpha*beta/(3 pi)=1: {3*pi/alpha:.1f}")
print(f"Example: beta = {beta:.0f}, theta = {math.degrees(theta):.0f} deg")
print(f"field B = {beta*b_crit:.5e} T")
print(f"sin^2 theta = {sin2:.4f}")
print(f"gamma = {gamma:.8f}")
print(f"B^2 L_FF = {ff:.6e}")
print(f"B^2 L_GG = {gg:.6e}")
print(f"linear term alpha*beta/(3 pi) = {alpha*beta/(3*pi):.6e}")
print(f"constant C after beta/3 = {offset:.6f}")
print(f"n_par = {n_par:.7f}")
print(f"n_perp = {n_perp:.7f}")
print(f"n_par - n_perp = {n_par-n_perp:.6e}")
print(f"linear law for n_par-1 = {alpha*beta*sin2/(6*pi):.6e}")
print(f"plateau of n_perp-1 = {alpha*sin2/(6*pi):.6e}")
print("Table at theta = 60 deg (dimensionless):")
print("beta      n_par-1       linear law    n_perp-1")
for beta in (0.1, 1.0, 10.0, 100.0, 1000.0, 10000.0):
    a, b = indices(beta, theta)
    law = alpha*beta*sin2/(6*pi)
    print(f"{beta:<9g} {a-1:.5e}   {law:.5e}   {b-1:.5e}")
print(f"n_par at beta=1e6, 60 deg = {n_huge:.5f}")
print(f"limit 1/cos(theta) = {1/math.cos(theta):.5f}")
print(f"n_par(4e6)/n_par(1e6) at 90 deg = {root_ratio:.5f}")
print("Checks (dimensionless):")
print(f"Landau sum vs proper time, max rel. dev. = {landau_dev:.1e}")
print(f"wave equation vs formulas, max rel. dev. of n-1 = {wave_dev:.1e}")
print(f"weak-field coefficient par = {weak_par:.6f} (7/90 = {7/90:.6f})")
print(f"weak-field coefficient perp = {weak_perp:.6f} (4/90 = {4/90:.6f})")
print(f"window test: coupling = {tiny:.0e}, beta = {strong:.0e}")
print(f"ratio to linear law, par = {ratio_par:.6f}")
print(f"ratio to plateau, perp = {ratio_perp:.6f}")
print(f"lowest-Landau-level slope = {lll_slope:.6e}")
print(f"slope of B^2 L_GG in beta = {gg_slope:.6e}")
print("PASS")
```

Printed output:

```
fine-structure constant alpha = 0.007297353
critical field B_c = 4.41401e+09 T
critical field B_c = 18778.87 atomic units of B
alpha/(6 pi) = 3.871366e-04
alpha/(3 pi) = 7.742732e-04
beta at which alpha*beta/(3 pi)=1: 1291.5
Example: beta = 100, theta = 60 deg
field B = 4.41401e+11 T
sin^2 theta = 0.7500
gamma = 0.99775829
B^2 L_FF = 7.223535e-04
B^2 L_GG = 7.600726e-02
linear term alpha*beta/(3 pi) = 7.742732e-02
constant C after beta/3 = -0.635946
n_par = 1.0276506
n_perp = 1.0002716
n_par - n_perp = 2.737901e-02
linear law for n_par-1 = 2.903524e-02
plateau of n_perp-1 = 2.903524e-04
Table at theta = 60 deg (dimensionless):
beta      n_par-1       linear law    n_perp-1
0.1       1.34794e-06   2.90352e-05   7.61499e-07
1         1.04366e-04   2.90352e-04   3.89634e-05
10        2.46100e-03   2.90352e-03   1.92390e-04
100       2.76506e-02   2.90352e-02   2.71602e-04
1000      2.19580e-01   2.90352e-01   2.88677e-04
10000     7.26801e-01   2.90352e+00   2.91761e-04
n_par at beta=1e6, 60 deg = 1.99618
limit 1/cos(theta) = 2.00000
n_par(4e6)/n_par(1e6) at 90 deg = 2.00013
Checks (dimensionless):
Landau sum vs proper time, max rel. dev. = 2.1e-14
wave equation vs formulas, max rel. dev. of n-1 = 4.8e-06
weak-field coefficient par = 0.077774 (7/90 = 0.077778)
weak-field coefficient perp = 0.044437 (4/90 = 0.044444)
window test: coupling = 1e-07, beta = 1e+04
ratio to linear law, par = 0.999763
ratio to plateau, perp = 0.998640
lowest-Landau-level slope = 7.742732e-04
slope of B^2 L_GG in beta = 7.742731e-04
PASS
```
